# Retarded Interactions in DMFT: Band Narrowing and the Segment Weight, part 2

An electronic site with charge $N=n_\uparrow+n_\downarrow$ is screened by its own harmonic oscillators. We set $\hbar=1$ and use atomic units in the algebra; numerical energies are in eV. The site Hamiltonian is
$$H_{\rm loc}=U_\infty n_\uparrow n_\downarrow-\mu N+\sum_a\left[\omega_a b_a^\dagger b_a+\lambda_a N(b_a+b_a^\dagger)\right].$$
The retarded interaction $U(\omega)$ fixes the couplings:
$$\sum_a\lambda_a^2f(\omega_a)=\int_0^\infty\frac{d\omega}{\pi}\,|{\rm Im}\,U(\omega)|\,f(\omega).\tag{1}$$

The Lang-Firsov transformation removes the coupling from the site, leaving $U_{\rm scr}=U_\infty-2\Lambda$ and $\tilde\mu=\mu+\Lambda$, with $\Lambda=\sum_a\lambda_a^2/\omega_a$. The electron operators become $d^\dagger\to Xd^\dagger$ and $d\to X^\dagger d$, where $X=\exp(\sum_ag_aP_a)$, $g_a=\lambda_a/\omega_a$ and $P_a=b_a^\dagger-b_a$. The product rule used there is $e^{A+B}=e^Ae^Be^{-[A,B]/2}$ for $[A,B]$ a number.

For fast oscillators the hopping $t$ is reduced:
$$t\to Z_Bt,\qquad Z_B=e^{-\kappa},\qquad\kappa=\int_0^\infty d\omega\,\frac{|{\rm Im}\,U(\omega)|}{\pi\omega^2}.\tag{2}$$
For an impurity coupled by $V_p$ to bath levels $\epsilon_p$ (operators $c_p$), $\Delta(\omega)=\sum_p|V_p|^2/(\omega+i0-\epsilon_p)$ becomes $\Delta_{\rm p}=Z_B\Delta$. If the loss $|{\rm Im}\,U|$ starts linearly in $\omega$, $\kappa$ diverges and the slow modes must remain dynamical. The problem now is to treat them.

The example has
$$|{\rm Im}\,U(\omega)|=3\sqrt{(\omega-9\ {\rm eV})(25\ {\rm eV}-\omega)}$$
between 9 and 25 eV and zero at other positive frequencies, $U_\infty=16$ eV and bare bandwidth $W=4$ eV. Hence $\Lambda=6$ eV, $\kappa=0.4$, $U_{\rm scr}=4$ eV and $Z_B=0.670$.

The final table also lists earlier checks. The dimer and ring factors are one-electron level splittings divided by $2t$ and $3t$, with one equivalent oscillator per site, of frequency $\Lambda/\kappa=15$ eV. The damped model is
$$U(\omega)=U_\infty-\frac{A\Omega^2}{\Omega^2-\omega^2-i\Gamma\omega},$$
with $A=12$, $\Gamma=3$ and $\Omega=15$ eV.

Q: If the slow modes must remain dynamical, can the transformation still help?

A: Yes, in the hybridization expansion, where no oscillator has to be fast. Expand the partition function in the coupling between impurity and bath, at inverse temperature $\beta$. For each spin, creations and annihilations alternate on the imaginary-time circle, and the occupied intervals are the segments. The site Hamiltonian conserves each $n_\sigma$, so in the transformed basis its static part gives
$$w_{\rm stat}=e^{\tilde\mu\,l_{\rm tot}-U_{\rm scr}l_{\rm ov}}.$$
Here $l_{\rm tot}$ is the summed length of all segments of both spins, and $l_{\rm ov}$ is the time during which both spins are present.

Q: And the bath?

A: For one segment, a term $V_pd^\dagger c_p$ acts at its start and $V_p^*c_p^\dagger d$ at its end, a time $l$ later. With $c_p^\dagger(l)=e^{\epsilon_pl}c_p^\dagger$, the bath average is
$$F(l)=\sum_p|V_p|^2\frac{e^{\epsilon_pl}}{1+e^{\beta\epsilon_p}},\qquad0<l<\beta.$$
For several segments, Wick's theorem for the noninteracting bath gives a determinant of such functions for each spin, with antiperiodic continuation and the usual fermion ordering sign. The operators $X$ commute with all fermions, so they alter neither. They leave one separate factor,
$$w_B=\Big\langle T\prod_iX^{s_i}(\tau_i)\Big\rangle,$$
an average over free thermal oscillators. Here $s_i=+1$ for a creation, $s_i=-1$ for an annihilation, $X^{-1}=X^\dagger$, and $i$ runs over the operators of both spins.

Q: A product of many exponentials of noncommuting operators looks unpleasant.

A: Their exponents are linear in $b$ and $b^\dagger$, so their commutators are numbers. First take one such exponent, $A=ub^\dagger+vb$. The product rule from the first half gives
$$\langle e^A\rangle=e^{uv/2}f(v),\qquad f(v)=\langle e^{ub^\dagger}e^{vb}\rangle.$$
Differentiate: $f'=\langle e^{ub^\dagger}e^{vb}b\rangle$. Move the last $b$ cyclically through the thermal factor, using $be^{-\beta\omega b^\dagger b}=e^{-\beta\omega}e^{-\beta\omega b^\dagger b}b$, and then through $e^{ub^\dagger}$, using $be^{ub^\dagger}=e^{ub^\dagger}(b+u)$:
$$f'=e^{-\beta\omega}(f'+uf)\quad\Rightarrow\quad f'=\bar n\,u f,\qquad\bar n=\frac1{e^{\beta\omega}-1}.$$
Since $f(0)=1$, $f=e^{\bar nuv}$. Hence $\langle e^A\rangle=e^{uv(\bar n+1/2)}=e^{\langle A^2\rangle/2}$, because $\langle A^2\rangle=uv(2\bar n+1)$.

Q: That handles one exponential.

A: For a time-ordered product, number the factors from left to right. Repeated use of $e^Ae^B=e^{A+B}e^{[A,B]/2}$ gives
$$\prod_ie^{A_i}=e^{\sum_iA_i}\exp\Big(\tfrac12\sum_{i<j}[A_i,A_j]\Big).$$
Averaging the first factor gives the exponent $\frac12\sum_i\langle A_i^2\rangle+\frac12\sum_{i<j}\langle A_iA_j+A_jA_i\rangle$. The commutators turn the second sum into $\sum_{i<j}\langle A_iA_j\rangle$. In time-ordered form,
$$\Big\langle T\prod_ie^{A_i}\Big\rangle=\exp\Big(\tfrac12\sum_{ij}\langle TA_iA_j\rangle\Big).\tag{4}$$

Q: Then what is the correlation of two displacements?

A: In imaginary time $P(\tau)=b^\dagger e^{\omega\tau}-be^{-\omega\tau}$. For $0\le\tau\le\beta$,
$$\langle P(\tau)P(0)\rangle=-\bar ne^{\omega\tau}-(\bar n+1)e^{-\omega\tau}=-C_\omega(\tau).$$
Putting both terms over $e^{\beta\omega}-1$ and multiplying numerator and denominator by $e^{-\beta\omega/2}$ gives
$$C_\omega(\tau)=\frac{\cosh[\omega(\beta/2-\tau)]}{\sinh(\beta\omega/2)}.$$
With $A_i=s_i\sum_ag_aP_a(\tau_i)$, equation (4) becomes
$$\ln w_B=-\frac12\sum_{ij}s_is_j\sum_ag_a^2C_{\omega_a}(|\tau_i-\tau_j|).$$
The trace requires the charge to return to its initial value, so $\sum_is_i=0$. We may therefore add
$$\frac12\sum_{ij}s_is_j\sum_ag_a^2C_{\omega_a}(0)=0.$$
Terms with $i=j$ then cancel, and the two orders of each remaining pair remove the factor one half:
$$w_B=\exp\Big[\sum_{i<j}s_is_jK(\tau_i-\tau_j)\Big],\tag{5}$$
$$K(\tau)=\int_0^\infty d\omega\,\frac{|{\rm Im}\,U(\omega)|}{\pi\omega^2}\left[C_\omega(0)-C_\omega(|\tau|)\right].\tag{6}$$
This is the extra weight for the oscillator model, with no condition on the speed of the electrons.

Q: I would trust it more if the transformation were not used on both sides of a check.

A: Between hybridization events $N$ is constant, so the original oscillator can be propagated as a matrix in its number basis. For a configuration with two up segments and one down segment that wraps around $\beta$, that trace, after removal of the static shifts, gives $\ln w_B=-0.451812$. Equation (5) gives the same value to the digits shown.

There is also a check with the electrons included. For one bath level per spin, the part of the partition function with one segment, divided by the free bath and oscillator partition functions, is
$$2\beta\int_0^\beta dl\,F(l)e^{-K(l)}\sum_{m=0,1}e^{\tilde\mu(l+m\beta)-U_{\rm scr}ml}.$$
The factor 2 counts the spin of the segment, $\beta$ comes from its starting time, and $m$ is the constant occupation of the other spin. In a test impurity the coefficient of $|V|^2$ is 223.157 eV$^{-2}$ from this integral and 223.156 eV$^{-2}$ from diagonalization.

Q: Why not keep the retarded interaction as a double time integral? Then I need no polarons.

A: The two descriptions agree, and the double integral shows where the static shifts come from. For a given $N(\tau)$, apply (4) to the original coupling. Since $\langle(b+b^\dagger)(\tau)(b+b^\dagger)(0)\rangle=C_\omega(\tau)$, the oscillators give
$$\exp\Big[-\frac12\int_0^\beta\!\!\int_0^\beta d\tau d\tau'N(\tau)D(\tau-\tau')N(\tau')\Big],\quad D(\tau)=-\sum_a\lambda_a^2C_{\omega_a}(|\tau|).$$
Two derivatives of $K$ for $0<\tau<\beta$ give $-\sum_ag_a^2\omega_a^2C_{\omega_a}=D$. At the origin $C_\omega'(0^+)=-\omega$, so
$$K'(0^+)=\sum_ag_a^2\omega_a=\Lambda.$$
The even, periodic function $K$ thus has a slope jump of $2\Lambda$ at zero. On the full circle
$$K''(\tau)=D(\tau)+2\Lambda\delta(\tau).$$

Q: The delta function is the static part, then?

A: Yes. Substituting $D=K''-2\Lambda\delta$ gives the exponent
$$\Lambda\int_0^\beta d\tau\,N^2-\frac12\int_0^\beta\!\!\int_0^\beta d\tau d\tau'N(\tau)K''(\tau-\tau')N(\tau').$$
The first term is $\Lambda(l_{\rm tot}+2l_{\rm ov})$, since $N^2=N+2n_\uparrow n_\downarrow$. It supplies the shifts of $\mu$ and $U$. In the second, write $K''(\tau-\tau')=-\partial_\tau\partial_{\tau'}K(\tau-\tau')$. Two integrations by parts have no boundary terms on the circle and give
$$+\frac12\int_0^\beta\!\!\int_0^\beta d\tau d\tau'\dot N(\tau)K(\tau-\tau')\dot N(\tau').$$
The charge jumps by $s_i$ at $\tau_i$, so $\dot N=\sum_is_i\delta(\tau-\tau_i)$, and this is the exponent of (5).

For the 9 to 25 eV continuum of the first half and a configuration with overlaps, direct convolution gives 28.8023 for the whole exponent. The segment formula gives the same to these digits.

Q: So in a simulation, must I use $U_\infty$ or $U_{\rm scr}$?

A: With (5), use $U_{\rm scr}$ and $\tilde\mu$. With the double integral over $D$, use $U_\infty$ and $\mu$. Mixing them counts the static shifts twice or omits them. For instance, the symmetric point, where the empty and the doubly occupied atom have equal weight, is $2\tilde\mu=U_{\rm scr}$. In the example $\tilde\mu=2$ eV, hence $\mu=2-6=-4$ eV.

Q: But a very brief visit cannot be screened. Why should it carry $U_{\rm scr}$?

A: The factor $w_B$ undoes the screening. For $l$ much shorter than $\beta$ and than every $1/\omega_a$, $K(l)\simeq\Lambda l$. One isolated segment then has
$$e^{\tilde\mu l-K(l)}\simeq e^{(\mu+\Lambda-\Lambda)l}=e^{\mu l},$$
the bare level. Now let both spins arrive together and leave together after $l$. Equal signs at equal times contribute $K(0)=0$, while the four creation-annihilation pairs contribute $-4K(l)$. The exponent is
$$2\tilde\mu l-U_{\rm scr}l-4K(l)\simeq\left[2\mu+2\Lambda-U_\infty+2\Lambda-4\Lambda\right]l=(2\mu-U_\infty)l.$$
The bare interaction is back.

Q: What is multiplied when I insert one segment into an existing configuration?

A: Let it start at $\tau_s$ and end at $\tau_e$. In (5) the new terms are the pair itself, with sign $(+1)(-1)$, and the pairs with old operators:
$$\frac{w_B^{\rm new}}{w_B^{\rm old}}=\exp\Big\{-K(\tau_e-\tau_s)+\sum_js_j\left[K(\tau_s-\tau_j)-K(\tau_e-\tau_j)\right]\Big\}.\tag{7}$$
The sum includes old operators of both spins. This factor multiplies the determinant ratio and the static ratio in the acceptance probability; the proposal probabilities do not change. Its cost is a number of kernel evaluations proportional to the number of operators present. The ratio was also tested against two number-basis traces, before and after an insertion.

Q: Where is the band narrowing in all this? I see a weight, not a reduced hopping.

A: Let all operators be separated, also around the circle, by times much longer than the slowest oscillator period, with $\beta\omega\gg1$ for all modes. Then $C_\omega(0)\to1$ and $C_\omega(\tau)\to0$, so each $K$ tends to $\kappa$. For $k$ segments there are $2k$ operators, and
$$\sum_{i<j}s_is_j\,\kappa=\frac\kappa2\Big[\Big(\sum_is_i\Big)^2-\sum_is_i^2\Big]=\frac\kappa2(0-2k)=-k\kappa.$$
Hence $w_B\to Z_B^k$. The determinants contain $k$ rows in total, and multiplying each row by $Z_B$ absorbs the factor: $F\to Z_BF$. This is the reduction $\Delta_{\rm p}=Z_B\Delta$ found in the first half.

In the example at $\beta=20$ eV$^{-1}$, or 580 K, three distant segments have $w_B=0.301$, equal to $Z_B^3=0.670^3$.

Q: And when operators are close, is the static factor $Z_B$ too severe?

A: It can be. The kernel is 0.208 at $\tau=0.05$ eV$^{-1}$, 0.374 at 0.2 eV$^{-1}$ and 0.400 at $\beta/2=10$ eV$^{-1}$. Insert a down segment from 9.05 to 14 eV$^{-1}$. In an empty configuration its factor is $e^{-0.4}=0.670$. Now suppose that an up segment already runs from 2 to 9 eV$^{-1}$. Equation (7) gives
$$-K(4.95)+\left[K(7.05)-K(12)\right]-\left[K(0.05)-K(5)\right].$$
All long-time kernels here are 0.400 to three digits; for $K(12)$ the shorter way round the circle is 8 eV$^{-1}$. They cancel, leaving $-K(0.05)=-0.2076$ and the factor $e^{-0.2076}=0.813$.

The down electron replaces the up electron after a short gap. The total charge is interrupted only briefly, so the oscillators need not pass through a complete relaxation. A separate factor $Z_B$ for every segment would miss this correlation between the spins.

Q: Does the weight also survive the linear loss that destroyed $Z_B$?

A: It does. At nonzero temperature, expanding the hyperbolic functions for small $\omega$ gives
$$C_\omega(0)-C_\omega(\tau)\simeq\frac{(\beta\omega/2)^2-\omega^2(\beta/2-\tau)^2}{2(\beta\omega/2)}=\omega\,\frac{\tau(\beta-\tau)}\beta.$$
The integrand of (6) then behaves as $|{\rm Im}\,U|/\omega$, which is finite at zero frequency for linear loss. At zero temperature the bracket in (6) is $1-e^{-\omega\tau}\simeq\omega\tau$, so $K(\tau)$ is again finite at every finite $\tau$, but it grows logarithmically at long times. The slow modes contribute a long-time dependence to $K$ instead of a constant $\kappa$. Equation (5) can still be sampled, whereas one static band factor cannot represent those modes. The conditions left are those of the oscillator model: linear response of the medium and coupling to the total charge of the site. The remaining digits of the comparisons are in the numerical output below.

## Table of computed values

```
continuum lower edge: 9.0 eV
continuum upper edge: 25.0 eV
continuum prefactor: 3.0 (dimensionless)
instantaneous interaction U_inf: 16.0 eV
bare Bethe bandwidth: 4.0 eV
inverse temperature: 20.0 1/eV
temperature: 580.2 K
sum of squared couplings: 96.0000 eV^2
chemical-potential shift K'(0+): 6.000000 eV
K'(0+) by finite difference: 5.999995 eV
screened interaction U_scr: 4.000000 eV
screened interaction U_scr: 0.146997 hartree
exponent kappa: 0.400000 (dimensionless)
band factor Z_B: 0.670320 (dimensionless)
hop average from Fock matrices: 0.670320 (dimensionless)
reduced bandwidth: 2.681280 eV
reduced bandwidth: 0.098535 hartree
equivalent oscillator frequency: 15.0000 eV
equivalent oscillator coupling: 9.4868 eV
U_scr from atomic energies: 4.000000 eV
dimer factor, hop 0.25 eV: 0.670189 (dimensionless)
dimer factor, hop 0.5 eV: 0.669795 (dimensionless)
dimer error ratio on doubling hop: 3.9998 (dimensionless)
dimer factor, hop 1 eV: 0.668220 (dimensionless)
ring factor, hop 1 eV: 0.678945 (dimensionless)
ring linear correction, diagonalized: 0.013301 1/eV
ring linear correction, formula: 0.013295 1/eV
low-energy spectral weight: 0.670334 (dimensionless)
log w_B, Fock trace: -0.45181199 (dimensionless)
log w_B, segment formula: -0.45181199 (dimensionless)
impurity second order, diagonalized: 223.155821 1/eV^2
impurity second order, expansion: 223.156817 1/eV^2
minus retarded action, convolution: 28.802295 (dimensionless)
minus retarded action, segments: 28.802251 (dimensionless)
K at tau = 0.05 1/eV: 0.207604 (dimensionless)
K at tau = 0.20 1/eV: 0.374301 (dimensionless)
K at tau = 10.00 1/eV: 0.400000 (dimensionless)
w_B of three distant segments: 0.301194 (dimensionless)
Z_B cubed: 0.301194 (dimensionless)
old up segment: 2.00 to 9.00 1/eV
new down segment: 9.05 to 14.00 1/eV
insertion factor, down alone: 0.670320 (dimensionless)
insertion factor, down after up: 0.812529 (dimensionless)
damped model frequency: 15.0 eV
damped model width: 3.0 eV
damped model static screening: 12.0 eV
kappa gained per lower decade: 0.117270 (dimensionless)
```
